**Weibull time to 0.01 percent failure**

For a failed fraction F(t) = 1 − exp[−(t/η)^β], the time to a fraction F is t_F = η[−ln(1 − F)]^(1/β), where β is the shape factor and η the characteristic life. With β = 2, η = 10⁶ h and F = 10⁻⁴, the output gives 10000.25 h, or about 1.14 years. The program asserts that this formula agrees with numerical integration of the rate equation, also for β = 1.8 and 2.2, and it checks the small-F expansion and the mean life. It samples a model in which a cell fails after two random events, and asserts that the characteristic life, the slope and the scaling to the first failure among ten devices agree with the Weibull formulas within stated tolerances. A mixture with 0.1 percent early-failing devices is checked by direct sampling: 393 failures were found where 400 were expected. The output also shows how the time changes with shape factor, early failures, oxide thickness and temperature. The field and temperature acceleration laws are assumed inputs and are not tested.

## Verification by program

```python
"""Time to a small failed fraction in a Weibull population.

Result under test: if F(t) = 1 - exp(-(t/eta)**beta), then the time to a
failed fraction F is t_F = eta * (-log(1-F))**(1/beta).
For beta = 2, eta = 1e6 h and F = 1e-4 this is close to 1e4 h.
Symbols: beta shape factor, eta characteristic life (h), F failed fraction,
hazard = failure rate per surviving device. FIT = failures per 1e9 device hours.
Setting: gate oxide of a SiC power MOSFET, rough typical stress values.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

beta = 2.0
eta = 1.0e6
target = 1.0e-4
hours_per_year = constants.Julian_year / constants.hour
rng = np.random.default_rng(12345)


def failed_fraction(t, shape=beta, life=eta):
    return -np.expm1(-(t / life) ** shape)


def time_to_fraction(fraction, shape=beta, life=eta):
    return life * (-np.log1p(-fraction)) ** (1.0 / shape)


def time_from_rate_equation(fraction, shape):
    """Integrate dF/dx = hazard*(1-F), x = t/eta, until F = fraction."""
    def rate(x, y):
        return [shape * x ** (shape - 1.0) * (1.0 - y[0])]

    def crossing(x, y):
        return y[0] - fraction
    crossing.terminal = True
    solution = solve_ivp(rate, (0.0, 3.0), [0.0], method="DOP853",
                         events=crossing, rtol=1e-10, atol=1e-14,
                         max_step=0.01)
    return eta * solution.t_events[0][0]


# Inversion formula against numerical integration of the rate equation
t_target = time_to_fraction(target)
t_numeric = time_from_rate_equation(target, beta)
assert abs(t_numeric / t_target - 1.0) < 1e-6
life_numeric = time_from_rate_equation(1.0 - np.exp(-1.0), beta)
assert abs(life_numeric / eta - 1.0) < 1e-6
median = time_to_fraction(0.5)
assert abs(time_from_rate_equation(0.5, beta) / median - 1.0) < 1e-6
shape_low, shape_high = 0.9 * beta, 1.1 * beta
t_shape_low = time_to_fraction(target, shape_low)
t_shape_high = time_to_fraction(target, shape_high)
# looser: the hazard is not smooth at time zero for these shape factors
for shape, t_formula in ((shape_low, t_shape_low), (shape_high, t_shape_high)):
    assert abs(time_from_rate_equation(target, shape) / t_formula - 1) < 1e-4

# Small-fraction expansion; its remainder is of order target**2
t_leading = eta * target ** (1.0 / beta)
t_expanded = t_leading * (1.0 + target / (2.0 * beta))
assert abs(t_expanded / t_target - 1.0) < 1e-8

# Mean life: area under the survival curve against the gamma function
mean_life = eta * gamma_function(1.0 + 1.0 / beta)
mean_numeric = eta * quad(lambda x: np.exp(-x ** beta), 0.0, np.inf)[0]
assert abs(mean_numeric / mean_life - 1.0) < 1e-8

# Cell model: a cell fails after two events, a device at its first failed cell
cells = 400
event_rate = 1.0 / (eta * np.sqrt(cells))
batches = []
for _ in range(10):
    events = rng.exponential(1.0 / event_rate, size=(4000, cells, 2))
    batches.append(events.max(axis=2).min(axis=1))
device_lives = np.concatenate(batches)
fraction_e = 1.0 - np.exp(-1.0)
cell_life = np.quantile(device_lives, fraction_e)
cell_early = np.quantile(device_lives, 0.01)
cell_slope = (np.log(-np.log1p(-fraction_e)) - np.log(-np.log1p(-0.01))) \
    / np.log(cell_life / cell_early)
# tolerances cover sampling noise and the finite number of cells
assert abs(cell_life / eta - 1.0) < 0.04
assert abs(cell_early / time_to_fraction(0.01) - 1.0) < 0.10
assert abs(cell_slope - beta) < 0.12

# First failure among ten devices
group = 10
group_lives = device_lives.reshape(-1, group).min(axis=1)
group_life = np.quantile(group_lives, fraction_e)
group_factor = group ** (-1.0 / beta)
assert abs(group_life / (eta * group_factor) - 1.0) < 0.05

# Early-failure subpopulation: root of the mixture, checked by sampling
early_share, early_shape, early_life = 1.0e-3, 0.7, 1.0e5


def mixture(t):
    return (early_share * failed_fraction(t, early_shape, early_life)
            + (1.0 - early_share) * failed_fraction(t))


t_mixture = brentq(lambda t: mixture(t) - target, 1.0, t_target)
samples = 4_000_000
is_early = rng.random(samples) < early_share
lives = eta * rng.weibull(beta, samples)
lives[is_early] = early_life * rng.weibull(early_shape, is_early.sum())
expected_count = samples * target
sampled_count = np.count_nonzero(lives < t_mixture)
assert abs(sampled_count - expected_count) < 5.0 * np.sqrt(expected_count)

# Changed stress, with assumed empirical acceleration laws
gate_voltage, thickness = 20.0, 50.0
field = 10.0 * gate_voltage / thickness
thin_field = field / 0.95
field_slope = 3.5
field_factor = np.exp(-field_slope * (thin_field - field))
activation = 0.7
temperature = constants.zero_Celsius + 150.0
hot = temperature + 25.0
k_ev = constants.k / constants.e
heat_factor = np.exp(activation / k_ev * (1.0 / hot - 1.0 / temperature))

# Further numbers for the example
hazard_fit = 1e9 * beta / eta * (t_target / eta) ** (beta - 1.0)
average_fit = 1e9 * -np.log1p(-target) / t_target
t_constant = time_to_fraction(target, 1.0)
fleet = 10000
fleet_chance = 1.0 - (1.0 - failed_fraction(t_target)) ** fleet
ten_years = 10.0 * hours_per_year
ten_year_fraction = failed_fraction(ten_years)
needed_life = ten_years / (-np.log1p(-target)) ** (1.0 / beta)
assert abs(failed_fraction(ten_years, beta, needed_life) / target - 1) < 1e-9

print(f"shape factor: {beta:.1f}")
print(f"characteristic life: {eta:.3e} h")
print(f"target failed fraction: {100 * target:.2f} percent")
print(f"-ln(1-F) at target: {-np.log1p(-target):.9e}")
print(f"time to target, formula: {t_target:.3f} h")
print(f"time to target, rate equation: {t_numeric:.3f} h")
print(f"time to target: {t_target / hours_per_year:.3f} years")
print(f"leading small-F estimate: {t_leading:.3f} h")
print(f"relative correction: {1e6 * (t_target / t_leading - 1):.2f} ppm")
print(f"mean life: {mean_life:.4e} h")
print(f"median life: {median:.4e} h")
print(f"hazard at target time: {hazard_fit:.2f} FIT")
print(f"average hazard up to target time: {average_fit:.2f} FIT")
print(f"time to target if shape factor were 1: {t_constant:.2f} h")
print(f"devices in fleet: {fleet}")
print(f"chance of any fleet failure at target time: {fleet_chance:.4f}")
print(f"ten years: {ten_years:.0f} h")
print(f"failed after ten years: {100 * ten_year_fraction:.3f} percent")
print(f"life needed for target at ten years: {needed_life:.3e} h")
print(f"cell model, cells per device: {cells}")
print(f"cell model, devices sampled: {device_lives.size}")
print(f"cell model, event rate: {event_rate:.2e} per h")
print(f"cell model, sampled characteristic life: {cell_life:.3e} h")
print(f"cell model, sampled time to 1 percent: {cell_early:.3e} h")
print(f"formula time to 1 percent: {time_to_fraction(0.01):.3e} h")
print(f"cell model, sampled shape factor: {cell_slope:.3f}")
print(f"sampled characteristic life, first of ten: {group_life:.3e} h")
print(f"formula characteristic life, first of ten: {eta*group_factor:.3e} h")
print(f"time to target, first of ten: {t_target * group_factor:.0f} h")
print(f"time to target, shape {shape_low:.1f}: {t_shape_low:.0f} h")
print(f"time to target, shape {shape_high:.1f}: {t_shape_high:.0f} h")
print(f"early subpopulation share: {100 * early_share:.2f} percent")
print(f"early subpopulation shape factor: {early_shape:.1f}")
print(f"early subpopulation characteristic life: {early_life:.1e} h")
print(f"time to target with early failures: {t_mixture:.0f} h")
print(f"mixture failures expected: {expected_count:.0f} of {samples}")
print(f"mixture failures sampled: {sampled_count} of {samples}")
print(f"gate voltage: {gate_voltage:.0f} V")
print(f"oxide thickness: {thickness:.0f} nm")
print(f"oxide field: {field:.2f} MV/cm")
print(f"field in 5 percent thinner oxide: {thin_field:.3f} MV/cm")
print(f"assumed field acceleration slope: {field_slope:.1f} cm/MV")
print(f"life factor, thinner oxide: {field_factor:.3f}")
print(f"time to target, thinner oxide: {t_target * field_factor:.0f} h")
print(f"assumed activation energy: {activation:.1f} eV")
print(f"temperatures, normal and hot: {temperature:.2f} and {hot:.2f} K")
print(f"life factor, hot: {heat_factor:.3f}")
print(f"time to target, hot: {t_target * heat_factor:.0f} h")
print("tests ok")
```

Running it gives:

```
shape factor: 2.0
characteristic life: 1.000e+06 h
target failed fraction: 0.01 percent
-ln(1-F) at target: 1.000050003e-04
time to target, formula: 10000.250 h
time to target, rate equation: 10000.250 h
time to target: 1.141 years
leading small-F estimate: 10000.000 h
relative correction: 25.00 ppm
mean life: 8.8623e+05 h
median life: 8.3255e+05 h
hazard at target time: 20.00 FIT
average hazard up to target time: 10.00 FIT
time to target if shape factor were 1: 100.01 h
devices in fleet: 10000
chance of any fleet failure at target time: 0.6321
ten years: 87660 h
failed after ten years: 0.765 percent
life needed for target at ten years: 8.766e+06 h
cell model, cells per device: 400
cell model, devices sampled: 40000
cell model, event rate: 5.00e-08 per h
cell model, sampled characteristic life: 1.019e+06 h
cell model, sampled time to 1 percent: 1.001e+05 h
formula time to 1 percent: 1.003e+05 h
cell model, sampled shape factor: 1.983
sampled characteristic life, first of ten: 3.242e+05 h
formula characteristic life, first of ten: 3.162e+05 h
time to target, first of ten: 3162 h
time to target, shape 1.8: 5995 h
time to target, shape 2.2: 15199 h
early subpopulation share: 0.10 percent
early subpopulation shape factor: 0.7
early subpopulation characteristic life: 1.0e+05 h
time to target with early failures: 3357 h
mixture failures expected: 400 of 4000000
mixture failures sampled: 393 of 4000000
gate voltage: 20 V
oxide thickness: 50 nm
oxide field: 4.00 MV/cm
field in 5 percent thinner oxide: 4.211 MV/cm
assumed field acceleration slope: 3.5 cm/MV
life factor, thinner oxide: 0.479
time to target, thinner oxide: 4786 h
assumed activation energy: 0.7 eV
temperatures, normal and hot: 423.15 and 448.15 K
life factor, hot: 0.343
time to target, hot: 3427 h
tests ok
```
